# Electrocaloric Entropy Change at Second-Order and Tricritical Ferroelectric Transitions: a numerical check

```python
"""
Isothermal entropy change of a ferroelectric at its transition temperature T0.
Free-energy density: G = a0*t*P^2/2 + b*P^4/4 + c*P^6/6 - E*P,  t = T - T0.
Result under test, for a field E switched on at t = 0:
  second order (b > 0):  -dS = (a0/2)*(E/b)^(2/3)   for E << b^(5/2)/c^(3/2)
  tricritical  (b = 0):  -dS = (a0/2)*(E/c)^(2/5)
P polarization, E field, dS entropy change per volume. SI units inside.
The entropy is also found from its definition, by minimizing G numerically
and differentiating the minimum with respect to temperature.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Rough round parameters, regime of barium-titanate-based perovskites
a0 = 7e5            # V m / (C K)
b_second = 2e9      # V m^5 / C^3
c6 = 2e10           # V m^9 / C^5
T0 = 390.0          # K
heat_cap = 3e6      # J / (m^3 K), at fixed polarization
density = 6000.0    # kg / m^3
E_main = 1e6        # V/m, equal to 10 kV/cm
KV_CM = 1e5         # V/m in one kV/cm


def polarization(a, b, c, E):
    """Positive root of a P + b P^3 + c P^5 = E for E > 0."""
    def residual(P):
        return a * P + b * P**3 + c * P**5 - E
    top = 1.0
    while residual(top) < 0:
        top *= 2
    return brentq(residual, 0, top, xtol=1e-18, rtol=1e-14, maxiter=500)


def spontaneous_squared(a, b, c):
    """Square of the zero-field polarization for b, c >= 0."""
    if a >= 0:
        return 0.0
    return -2 * a / (b + np.sqrt(b * b - 4 * a * c))


def entropy_drop(t, b, c, E):
    """-dS at temperature T0 + t from the polarization."""
    a = a0 * t
    return a0 / 2 * (polarization(a, b, c, E)**2
                     - spontaneous_squared(a, b, c))


def minimum_energy(t, b, c, E, b_slope=0.0):
    """Minimum of G by direct search, without the equation of state."""
    def energy(P):
        return (a0 * t * P**2 / 2 + (b + b_slope * t) * P**4 / 4
                + c * P**6 / 6 - E * P)
    found = minimize_scalar(energy, bounds=(0, 0.6), method="bounded",
                            options={"xatol": 1e-11})
    return found.fun


def window(b, c, E):
    """Temperature width within which the law at T0 holds."""
    return E / (a0 * polarization(0, b, c, E))


def drop_from_energy(b, c, E, b_slope=0.0):
    """Temperature derivative of the minimum of G at T0."""
    h = 0.01 * window(b, c, E)
    return (minimum_energy(h, b, c, E, b_slope)
            - minimum_energy(-h, b, c, E, b_slope)) / (2 * h)


def law_second(E):
    return a0 / 2 * (E / b_second)**(2 / 3)


def law_tricritical(E):
    return a0 / 2 * (E / c6)**(2 / 5)


# Both laws against the entropy defined through the minimum of G
assert abs(drop_from_energy(b_second, 0, E_main) / law_second(E_main) - 1) < 1e-4
assert abs(drop_from_energy(0, c6, E_main) / law_tricritical(E_main) - 1) < 1e-4

# Exponents measured at low field, sixth-order term kept in both cases
measured_exponent = {}
for name, b, expected in (("second", b_second, 2 / 3), ("tri", 0.0, 2 / 5)):
    low, high = drop_from_energy(b, c6, 1e2), drop_from_energy(b, c6, 2e2)
    measured_exponent[name] = np.log(high / low) / np.log(2)
    assert abs(measured_exponent[name] - expected) < 5e-4

# Zero-field polarization entropy vanishes on approaching T0 from below
for b, growth in ((b_second, 100.0), (0.0, 10.0)):
    far = minimum_energy(-1e-3, b, c6, 0.0) / 1e-3
    near = minimum_energy(-1e-5, b, c6, 0.0) / 1e-5
    assert far < near < 0 and abs(far / near / growth - 1) < 0.02

# Maxwell relation: integrate dP/dT over field, with E = E_main * u^5
nodes, weights = np.polynomial.legendre.leggauss(40)
for b in (b_second, 0.0):
    integral = 0.0
    for u, w in zip((nodes + 1) / 2, weights / 2):
        E = E_main * u**5
        h = 1e-3 * window(b, c6, E)
        slope = (polarization(a0 * h, b, c6, E)
                 - polarization(-a0 * h, b, c6, E)) / (2 * h)
        integral += w * slope * 5 * E_main * u**4
    assert abs(-integral / drop_from_energy(b, c6, E_main) - 1) < 2e-4

# Crossover of the local exponent, in units where b = c = 1
for E in (1e-6, 1e-2, 1.0, 1e2, 1e6):
    P = polarization(0, 1, 1, E)
    step = 1e-4
    local = 2 * np.log(polarization(0, 1, 1, E * np.exp(step))
                       / polarization(0, 1, 1, E * np.exp(-step))) / (2 * step)
    assert abs(local - 2 * (1 + P**2) / (3 + 5 * P**2)) < 1e-6
    if E == 1e-6:
        assert abs(local - 2 / 3) < 1e-3
    if E == 1e6:
        assert abs(local - 2 / 5) < 1e-3
E_cross = b_second**2.5 / c6**1.5
y = (1e-4)**(2 / 3)
ratio = entropy_drop(0, b_second, c6, 1e-4 * E_cross) / law_second(1e-4 * E_cross)
assert abs(ratio - (1 - 2 * y / 3)) < 2 * y * y

# Window formulas, peak at T0, and the other exponents away from T0
assert abs(window(b_second, 0, E_main) * a0
           / (b_second**(1 / 3) * E_main**(2 / 3)) - 1) < 1e-10
assert abs(window(0, c6, E_main) * a0 / (c6**0.2 * E_main**0.8) - 1) < 1e-10
for b in (b_second, 0.0):
    peak = entropy_drop(0, b, c6, E_main)
    width = window(b, c6, E_main)
    for s in np.concatenate((-np.geomspace(1e-4, 3, 60), np.geomspace(1e-4, 3, 60))):
        assert entropy_drop(s * width, b, c6, E_main) < peak
    for t, expected in ((5.0, 2.0), (-5.0, 1.0)):
        slope = np.log2(entropy_drop(t, b, c6, 2e3) / entropy_drop(t, b, c6, 1e3))
        assert abs(slope - expected) < 0.02

# Temperature-dependent quartic coefficient
b_slope = 2e7       # V m^5 / (C^3 K), rough


def drop_with_slope(b, E):
    P = polarization(0, b, c6, E)
    return a0 / 2 * P**2 + b_slope / 4 * P**4


for b in (b_second, 0.0):
    assert abs(drop_from_energy(b, c6, E_main, b_slope)
               / drop_with_slope(b, E_main) - 1) < 3e-4


def adiabatic_rise(b, E):
    """Temperature rise at constant total entropy, starting at T0."""
    def balance(t):
        return (heat_cap * np.log(1 + t / T0)
                - a0 / 2 * polarization(a0 * t, b, c6, E)**2)
    return brentq(balance, 0, 50)


# Spread of local transition temperatures, Gaussian
spread = 1.0        # K, rough
offsets = np.linspace(-5, 5, 801)
gauss = np.exp(-offsets**2 / 2)
gauss /= gauss.sum()


def smeared_drop(b, E):
    return sum(g * entropy_drop(spread * s, b, c6, E)
               for g, s in zip(gauss, offsets))


# Gaussian polarization fluctuations
gradient = 1e-10    # J m^3 / C^2, rough
eps_background = 7.0
q_max = np.pi / 0.4e-9
stiffness = 1 / (epsilon_0 * eps_background)
# The integrals are tiny in SI units, so only relative accuracy is meaningful
RELATIVE = {"epsabs": 0.0, "epsrel": 1e-10, "limit": 200}


def angular_integral(A, D):
    """Integral over m from -1 to 1 of 1/(A + D m^2)."""
    if D == 0:
        return 2 / A
    return 2 / np.sqrt(A * D) * np.arctan(np.sqrt(D / A))


def variance_change(kappa, D):
    """Field-induced change of the mean square fluctuation at T0."""
    q_unit = np.sqrt(kappa / gradient)

    def integrand(z):
        A = kappa * z * z
        return z * z * (angular_integral(kappa + A, D) - angular_integral(A, D))
    value = quad(integrand, 0, q_max / q_unit, **RELATIVE)[0]
    return k_B * T0 / (4 * np.pi**2) * q_unit**3 * value


direct = 2 * quad(lambda m: 1 / (1e8 + stiffness * m * m), 0, 1, **RELATIVE)[0]
assert abs(direct / angular_integral(1e8, stiffness) - 1) < 1e-8
kappa = 4e7
closed = (-k_B * T0 / (2 * np.pi**2) * np.sqrt(kappa) / gradient**1.5
          * np.arctan(q_max * np.sqrt(gradient / kappa)))
assert abs(variance_change(kappa, 0) / closed - 1) < 1e-7

# Leading effect of a small Gaussian variance on the mean restoring field
x_h, w_h = np.polynomial.hermite_e.hermegauss(12)
w_h = w_h / w_h.sum()
P_test, sigma = 0.1, 1e-3
shifted = P_test + sigma * x_h
mean_field = np.sum(w_h * (b_second * shifted**3 + c6 * shifted**5))
excess = mean_field - b_second * P_test**3 - c6 * P_test**5
predicted = (3 * b_second * P_test + 10 * c6 * P_test**3) * sigma**2
assert abs(excess / predicted - 1) < 1e-3


def fluctuation_share(b, D):
    """Fluctuation part of the restoring field relative to E_main."""
    P = polarization(0, b, c6, E_main)
    curvature = 3 * b * P**2 + 5 * c6 * P**4
    return ((3 * b * P + 10 * c6 * P**3)
            * abs(variance_change(curvature, D)) / E_main)


print("INPUTS (rough round values)")
print(f"a0 = {a0:.1e} V m/(C K), T0 = {T0:.0f} K")
print(f"b = {b_second:.1e} V m^5/C^3 (second order), 0 (tricritical)")
print(f"c = {c6:.1e} V m^9/C^5 (both)")
print(f"heat capacity {heat_cap:.1e} J/(m3 K), density {density:.0f} kg/m3")
print("EXPONENTS from minimized free energy at low field")
print(f"second order {measured_exponent['second']:.4f}, "
      f"tricritical {measured_exponent['tri']:.4f}")
print(f"crossover field E* = {E_cross / KV_CM:.0f} kV/cm")
print("-dS at T0 in kJ/(m3 K)")
print("E kV/cm | second: 2/3 law, with c | tricritical")
for field in (1, 3, 10, 30):
    E = field * KV_CM
    print(f"{field:5d} | {law_second(E) / 1e3:.3f}, "
          f"{entropy_drop(0, b_second, c6, E) / 1e3:.3f} | "
          f"{law_tricritical(E) / 1e3:.3f}")
print(f"MAIN RESULTS at {E_main / KV_CM:.0f} kV/cm, c included")
plates = (("second order", b_second), ("tricritical", 0.0))
for name, b in plates:
    P = polarization(0, b, c6, E_main)
    drop = entropy_drop(0, b, c6, E_main)
    print(f"{name}: P = {P * 100:.2f} uC/cm2, window {window(b, c6, E_main):.1f} K")
    print(f"  -dS = {drop / 1e3:.3f} kJ/(m3 K) = {drop / density:.3f} J/(kg K)")
    print(f"  dT linear estimate {T0 * drop / heat_cap:.3f} K, "
          f"full adiabatic {adiabatic_rise(b, E_main):.3f} K")
P_second = polarization(0, b_second, c6, E_main)
x = c6 * P_second**2 / b_second
print(f"second order: x = cP^2/b = {x:.4f}, "
      f"local exponent {2 * (1 + x) / (3 + 5 * x):.4f}")

print("NEGLECTED EFFECTS (rough inputs)")
print(f"slope of b with T: {b_slope:.1e} V m^5/(C^3 K)")
for name, b in plates:
    gains = [100 * (drop_with_slope(b, E) / entropy_drop(0, b, c6, E) - 1)
             for E in (KV_CM, E_main)]
    exponent = np.log10(drop_with_slope(b, E_main) / drop_with_slope(b, KV_CM))
    print(f"  {name}: -dS up {gains[0]:.1f} % at 1, {gains[1]:.1f} % at 10 kV/cm")
    print(f"    mean exponent 1 to 10 kV/cm: {exponent:.3f}")
b_left = 1e8
change = 100 * (entropy_drop(0, b_left, c6, E_main) / law_tricritical(E_main) - 1)
print(f"leftover b = {b_left:.0e} V m^5/C^3 in tricritical plate:")
print(f"  E* = {b_left**2.5 / c6**1.5 / KV_CM:.2f} kV/cm, "
      f"-dS changes {change:.1f} % at 10 kV/cm")
print(f"spread of T0, standard deviation {spread:.1f} K:")
for name, b in plates:
    losses = [100 * (1 - smeared_drop(b, E) / entropy_drop(0, b, c6, E))
              for E in (KV_CM, E_main)]
    print(f"  {name}: -dS down {losses[0]:.1f} % at 1, {losses[1]:.1f} % at 10 kV/cm")
thickness, dead_layer, eps_dead = 2e-4, 2e-9, 50.0
shift = dead_layer / (epsilon_0 * eps_dead * thickness) / a0
print(f"plate {thickness * 1e3:.1f} mm, dead layers {dead_layer * 1e9:.0f} nm "
      f"in total, permittivity {eps_dead:.0f}")
print(f"  T0 lowered by {shift:.3f} K")
conductivity, hold_time = 1e-10, 1.0
joule = conductivity * E_main**2 * hold_time / heat_cap
print(f"leakage {conductivity:.0e} S/m for {hold_time:.0f} s: "
      f"heating {joule * 1e3:.3f} mK")
E_break = 50 * KV_CM
print(f"breakdown about {E_break / KV_CM:.0f} kV/cm: "
      f"main field is {100 * E_main / E_break:.0f} % of it")
print(f"fluctuations: gradient coefficient {gradient:.0e} J m3/C2,")
print(f"  background permittivity {eps_background:.0f}, "
      f"cutoff {q_max * 1e-9:.2f} 1/nm")
for name, b in plates:
    print(f"  {name}: share of field {100 * fluctuation_share(b, stiffness):.0f} % "
          f"uniaxial, {100 * fluctuation_share(b, 0):.0f} % without stiffness")
print("every check passed")
```

Output:

```
INPUTS (rough round values)
a0 = 7.0e+05 V m/(C K), T0 = 390 K
b = 2.0e+09 V m^5/C^3 (second order), 0 (tricritical)
c = 2.0e+10 V m^9/C^5 (both)
heat capacity 3.0e+06 J/(m3 K), density 6000 kg/m3
EXPONENTS from minimized free energy at low field
second order 0.6666, tricritical 0.4000
crossover field E* = 632 kV/cm
-dS at T0 in kJ/(m3 K)
E kV/cm | second: 2/3 law, with c | tricritical
    1 | 0.475, 0.471 | 2.653
    3 | 0.988, 0.970 | 4.116
   10 | 2.205, 2.120 | 6.663
   30 | 4.586, 4.249 | 10.340
MAIN RESULTS at 10 kV/cm, c included
second order: P = 7.78 uC/cm2, window 18.4 K
  -dS = 2.120 kJ/(m3 K) = 0.353 J/(kg K)
  dT linear estimate 0.276 K, full adiabatic 0.273 K
tricritical: P = 13.80 uC/cm2, window 10.4 K
  -dS = 6.663 kJ/(m3 K) = 1.110 J/(kg K)
  dT linear estimate 0.866 K, full adiabatic 0.839 K
second order: x = cP^2/b = 0.0606, local exponent 0.6422
NEGLECTED EFFECTS (rough inputs)
slope of b with T: 2.0e+07 V m^5/(C^3 K)
  second order: -dS up 1.9 % at 1, 8.7 % at 10 kV/cm
    mean exponent 1 to 10 kV/cm: 0.681
  tricritical: -dS up 10.8 % at 1, 27.2 % at 10 kV/cm
    mean exponent 1 to 10 kV/cm: 0.460
leftover b = 1e+08 V m^5/C^3 in tricritical plate:
  E* = 0.35 kV/cm, -dS changes -9.7 % at 10 kV/cm
spread of T0, standard deviation 1.0 K:
  second order: -dS down 9.6 % at 1, 2.3 % at 10 kV/cm
  tricritical: -dS down 33.3 % at 1, 12.8 % at 10 kV/cm
plate 0.2 mm, dead layers 2 nm in total, permittivity 50
  T0 lowered by 0.032 K
leakage 1e-10 S/m for 1 s: heating 0.033 mK
breakdown about 50 kV/cm: main field is 20 % of it
fluctuations: gradient coefficient 1e-10 J m3/C2,
  background permittivity 7, cutoff 7.85 1/nm
  second order: share of field 10 % uniaxial, 144 % without stiffness
  tricritical: share of field 9 % uniaxial, 129 % without stiffness
every check passed
```
